\section*{Electrostatic capacitance thickness of a hard-wall film with one gate}

\section{What dimensions and symmetry fix}

Electrons of sheet density $N$ fill a film $0<z<L$. A planar gate lies at $z<0$ behind an oxide and carries the charge $+eN$. No electric field leaves the back face at $z=L$. The walls are hard, and the normalized density across the film keeps the shape of the lowest standing wave,
\begin{equation}
n(z)=\frac{2}{L}\sin^2\frac{\pi z}{L},\qquad \int_0^L n\,dz=1 ,
\label{density}
\end{equation}
whatever the value of $N$. I call this the rigid density.

Let $V(z)$ be the Hartree energy of an electron, with $V=0$ at the front face, and let $\epsilon$ be the static permittivity of the film. The Poisson equation is linear, so $V\propto e^2N/\epsilon$. This factor is an energy per length, and the only length in \eqref{density} is $L$. Therefore
\begin{equation}
\langle V\rangle=\int_0^L nV\,dz=\frac{e^2N}{\epsilon}\,t,\qquad t=cL ,
\label{scaling}
\end{equation}
with $c$ a pure number. Reflection about the midplane puts the centroid of the charge at $L/2$. It does not fix $c$, which depends on the whole shape of the density.

The length $t$ matters because a contact sets the chemical potential $\mu$ of the film. With a rigid density and in mean field,
\begin{equation}
\mu-E_c(0^+)=E_1+\langle V\rangle+\mu_{\rm kin}(N),
\label{mu}
\end{equation}
where $E_c(0^+)$ is the band edge just inside the front face, $E_1$ the confinement energy and $\mu_{\rm kin}$ the part due to motion in the plane. The electrostatic capacitance thickness is $t=(\epsilon/e^2)\,d\langle V\rangle/dN$.

\section{One sheet, then two}

Put all the charge in a sheet at depth $z_0$. The field between face and sheet is $eN/\epsilon$, so the energy at the sheet is $e^2Nz_0/\epsilon$ and $t=z_0$. For a sheet, the thickness is the centroid.

Now put half the charge at $z_1$ and half at $z_2=z_1+a$. Up to $z_1$ the field is $eN/\epsilon$; between the sheets it is half as large, because half of the field lines have ended. The energies are
\begin{equation}
V(z_1)=\frac{e^2N}{\epsilon}z_1,\qquad
V(z_2)=\frac{e^2N}{\epsilon}\left(z_1+\frac a2\right).
\end{equation}
Their mean gives $t=z_1+a/4$, while the centroid is $z_1+a/2$. One factor $\tfrac12$ comes from the reduced field, the other from the half of the electrons that sit behind it. For $a\to0$ the two lengths agree again.

\section{Any rigid density}

Let $Q(z)=\int_0^z n\,dz'$ be the fraction of electrons in front of $z$. Apply Gauss's law to the slab from $z$ to $L$. It holds the charge $-eN(1-Q)$ and no displacement leaves at the back, so $0-D(z)=-eN(1-Q)$. Hence $D=eN(1-Q)$, directed away from the gate. The energy of an electron rises along the field:
\begin{equation}
V'(z)=\frac{e^2N}{\epsilon}\,[1-Q(z)],\qquad V(0)=0 .
\label{gauss}
\end{equation}
Since $n=-(1-Q)'$, integration by parts gives
\begin{equation}
\langle V\rangle=-\big[(1-Q)V\big]_0^L+\int_0^L(1-Q)V'\,dz .
\end{equation}
The boundary term vanishes, at $L$ because $Q=1$ and at $0$ because $V=0$. With \eqref{gauss},
\begin{equation}
t=\int_0^L[1-Q(z)]^2\,dz .
\label{square}
\end{equation}

The field energy per area in the film leads to the same length:
\begin{equation}
U=\int_0^L\frac{D^2}{2\epsilon}\,dz=\frac{e^2N^2}{2\epsilon}\,t,\qquad
\frac{dU}{dN}=\frac{e^2N}{\epsilon}\,t=\langle V\rangle .
\end{equation}
The derivative of $N^2$ removes the factor $\tfrac12$.

To compare with the centroid, integrate \eqref{gauss}. A charge element at $z'$ contributes to the field at every depth smaller than $z'$, so
\begin{equation}
V(z)=\frac{e^2N}{\epsilon}\int_0^L\min(z,z')\,n(z')\,dz' .
\label{kernel}
\end{equation}
Average over $z$ and use $\min(z,z')=\tfrac12(z+z'-|z-z'|)$:
\begin{equation}
t=\langle z\rangle-\tfrac12\langle|z-z'|\rangle ,
\label{pair}
\end{equation}
where $z$ and $z'$ are drawn independently from $n$. The last term is positive for every density of nonzero width, so $t$ is then smaller than the centroid. The two sheets check this: half of the pairs are a distance $a$ apart, and \eqref{pair} gives $z_1+a/2-a/4$.

The centroid belongs to another quantity. At $z=L$, $\min(L,z')=z'$, and \eqref{kernel} gives
\begin{equation}
V(L)=\frac{e^2N}{\epsilon}\langle z\rangle .
\end{equation}
This is the full drop across the film, the energy of a test electron at the back wall. The average electron lies further forward, at lower energy.

\section{From a uniform film to the standing wave}

For a uniform density $1-Q=1-u$ with $u=z/L$, and \eqref{square} gives $t=L/3$. For the standing wave,
\begin{equation}
Q=\int_0^u2\sin^2(\pi s)\,ds=u-\frac{\sin2\pi u}{2\pi},\qquad
1-Q=1-u+\frac{\sin2\pi u}{2\pi}.
\end{equation}
Squaring produces three integrals. The first is $\int_0^1(1-u)^2du=1/3$. For the cross term, integrate by parts:
\begin{equation}
\int_0^1(1-u)\sin2\pi u\,du
=\left[-\frac{(1-u)\cos2\pi u}{2\pi}\right]_0^1-\int_0^1\frac{\cos2\pi u}{2\pi}\,du=\frac1{2\pi}.
\end{equation}
Its prefactor is $2/(2\pi)=1/\pi$, so it contributes $1/(2\pi^2)$. The last term is $(1/4\pi^2)\int_0^1\sin^2(2\pi u)\,du=1/(8\pi^2)$. Together,
\begin{equation}
\boxed{\,t=\left(\frac13+\frac5{8\pi^2}\right)L\approx0.397\,L\,}
\label{result}
\end{equation}
From \eqref{pair}, the mean pair separation is $2(L/2-t)=0.207L$, compared with $L/3$ for the uniform film. The standing wave gathers the electrons near the middle, which moves $t$ from $L/3$ part of the way towards the sheet value $L/2$.

\section{When field lines also start behind the film}

Let a fraction $\beta$ of the countercharge sit on a back electrode. The front gate then holds $(1-\beta)eN$, and \eqref{gauss} becomes $V'=(e^2N/\epsilon)(1-\beta-Q)$. The additional term is linear in $z$, so
\begin{equation}
\langle V\rangle=\frac{e^2N}{\epsilon}\left(t-\beta\frac L2\right).
\end{equation}
For $\beta=0$ this is the earlier case. For $\beta=1$ the film is gated from the back alone. The back face lies at $V(L)=(e^2N/\epsilon)(L/2-L)$, so $\langle V\rangle-V(L)=e^2Nt/\epsilon$: seen from the active gate the thickness is $t$ again, as reflection requires. Result \eqref{result} therefore needs a back field that does not respond to $N$. A constant back field adds a constant to $\langle V\rangle$ and, for a rigid density, leaves the derivative unchanged.

\section{The gate capacitance}

Let the oxide have thickness $d$ and permittivity $\epsilon_{\rm ox}$. Its field is $eN/\epsilon_{\rm ox}$, so $E_c(0^+)$ lies above the gate Fermi level by a constant plus $e^2Nd/\epsilon_{\rm ox}$. The gate voltage is the difference of the two Fermi levels divided by $e$. Adding \eqref{mu},
\begin{equation}
eV_G={\rm const}+\frac{e^2Nd}{\epsilon_{\rm ox}}+\frac{e^2Nt}{\epsilon}+\mu_{\rm kin}(N).
\end{equation}
For one parabolic subband with two spins, $N=k_F^2/2\pi$, and $D=m/\pi\hbar^2$ now denotes the density of states. At temperature $T$,
\begin{equation}
N=Dk_BT\ln\!\left(1+e^{\mu_{\rm kin}/k_BT}\right),\qquad
\frac{dN}{d\mu_{\rm kin}}=D\left(1-e^{-N/Dk_BT}\right)\equiv D_T .
\end{equation}
The second form follows from $dN/d\mu_{\rm kin}=D/(1+e^{-\mu_{\rm kin}/k_BT})$ and $1+e^{\mu_{\rm kin}/k_BT}=e^{N/Dk_BT}$. Per unit area,
\begin{equation}
\frac1C=\frac{dV_G}{d(eN)}=\frac d{\epsilon_{\rm ox}}+\frac t\epsilon+\frac1{e^2D_T}.
\label{cap}
\end{equation}
The last term acts as an additional film thickness $\epsilon/(e^2D_T)$. It is kinetic and is not part of $t$.

\section{How rigid is the density?}

The Hartree field pushes electrons towards the gate. Measure lengths in $L$ and energies in $\hbar^2/mL^2$. The coupling is then
\begin{equation}
g=\frac{e^2NmL^3}{\epsilon\hbar^2},
\end{equation}
and the Hartree energy of the rigid density is $gv(u)$, where $v'=1-Q$ gives
\begin{equation}
v=u-\frac{u^2}2+\frac{1-\cos2\pi u}{4\pi^2}.
\end{equation}
Mix higher standing waves into the ground state with small amplitudes $c_n$. The kinetic energy per electron rises by $\sum c_n^2\Delta_n$, with $\Delta_n=(n^2-1)\pi^2/2$. The density changes by $2\sum c_n\psi_1\psi_n$ to first order, which changes the interaction energy $g^2t/2L$ by $2g^2\sum c_nv_{1n}$. Minimizing $gc_n^2\Delta_n+2g^2c_nv_{1n}$ gives $c_n=-gv_{1n}/\Delta_n$ and the scaled energy per area
\begin{equation}
W=\frac{\pi^2}2g+\frac{t}{2L}g^2-Kg^3+\dots,\qquad K=\sum_{n>1}\frac{v_{1n}^2}{\Delta_n}.
\end{equation}
Because $W$ is stationary in the shape, $dW/dg$ is the energy level itself, $\pi^2/2+gt/L-3Kg^2$. A second derivative gives the differential thickness
\begin{equation}
t_{\rm diff}=t-6gKL+\dots
\label{relax}
\end{equation}
Since $K>0$, relaxation lowers the thickness at this order. The rigid result is the limit of small $g$, which means small $NL^3$.

For the matrix elements write $2\sin\pi u\sin n\pi u=\cos(n-1)\pi u-\cos(n+1)\pi u$. For integer $k\ge1$,
\begin{equation}
\int_0^1\!\left(u-\frac{u^2}2\right)\cos k\pi u\,du
=\frac{(-1)^k-1}{k^2\pi^2}-\frac{(-1)^k}{k^2\pi^2}=-\frac1{k^2\pi^2}.
\end{equation}
The difference of the terms $k=n-1$ and $k=n+1$, together with the cosine in $v$, which couples only to $n=3$, gives
\begin{equation}
v_{1n}=-\frac{4n}{\pi^2(n^2-1)^2}-\frac{\delta_{n3}}{8\pi^2}.
\end{equation}
The sum is $K=5.74\times10^{-4}$. A self-consistent diagonalization at $g=0.2$ tests this: the level's departure from $\pi^2/2+gt/L$, divided by $-3g^2$, is also $5.74\times10^{-4}$.

\section{A 2 nm indium-oxide channel}

Take $L=2$ nm, $N=10^{13}$ cm$^{-2}$ (1.60 $\mu$C/cm$^2$), $m=0.2\,m_e$, relative permittivity 9, a 5 nm hafnium-oxide gate insulator of relative permittivity 18, and 300 K. The front field in the film is 2.01 MV/cm, or 0.201 V/nm. Then
\begin{align}
t&=0.3967\times2\ {\rm nm}=0.793\ {\rm nm}\ (=7.93\ \text{\AA}),\\
\langle V\rangle&=0.2011\times0.7933\ {\rm eV}=0.160\ {\rm eV},\\
V(L)&=0.201\times1.000\ {\rm eV}=0.201\ {\rm eV}.
\end{align}
A discretized Poisson solution of the whole oxide and film stack also gives $t=0.793$ nm. The centroid exceeds $t$ by 26\% of $t$.

The density-of-states thickness is 0.601 nm. In \eqref{cap}, with each length divided by its relative permittivity,
\begin{equation}
\frac{\epsilon_0}C=\frac5{18}+\frac{0.793+0.601}{9}=0.433\ {\rm nm},\qquad C=2.05\ \mu{\rm F/cm^2}.
\end{equation}
Replacing $t$ by $L/2$, with all else fixed, gives 1.94 $\mu$F/cm$^2$, which is 5.0\% too low relative to the first value. The oxide and density-of-states terms dilute the 26\% difference.

The neglected effects can be sized for the same numbers.

\emph{Relaxation.} Here $g=4.22$, and \eqref{relax} gives $0.793-6(4.22)(5.74\times10^{-4})(2)=0.764$ nm. The self-consistent value is 0.765 nm, about 4\% below the rigid one.

\emph{Finite barriers.} With 2 eV barriers on both faces, the same mass in the barriers and a cap of the gate-oxide material, about 3\% of the charge lies outside the film. The ground level falls from 0.47 to 0.27 eV. After subtraction of the full gate-oxide term, the thickness is 0.72 nm, 9\% below the hard-wall value. With one permittivity throughout, \eqref{pair} would explain the sign: the centroid stays at $L/2$ while the pairs move apart. The computed value includes the higher permittivity of the oxide.

\emph{Exchange.} An in-plane Fourier component of the interaction is $e^2F(q)/2\epsilon q$, with $F(q)=\langle e^{-q|z-z'|}\rangle$. From a state on the Fermi circle, occupied states at distance $q$ span an angle $2\arccos(q/2k_F)$. Summing over them at zero temperature,
\begin{equation}
\mu_x=-\frac{e^2}{4\pi^2\epsilon}\int_0^{2k_F}F(q)\arccos\frac q{2k_F}\,dq .
\end{equation}
Its contribution $(\epsilon/e^2)\,d\mu_x/dN$ is $-0.13$ nm; thermal smearing of the occupations at 300 K would make it about $-0.14$ nm. The static permittivity used here assumes that the lattice follows the electrons fully. If it does not, the exchange term is larger in magnitude: a permittivity of 5 in this term alone would give $-0.23$ nm at zero temperature. Correlation and dielectric images are left out. In a strictly two-dimensional layer of this density, correlation would contribute only about $-0.005$ nm. For the rigid density with gate-oxide material on both sides, the images alone would change the zero-temperature value to about $-0.11$ nm.

\emph{Nonparabolicity.} Let $E(1+\alpha E)=\hbar^2k^2/2m$ with $\alpha=0.4$ eV$^{-1}$, where $E$ is measured from the band edge without the Hartree energy and $k^2$ is the sum of $(\pi/L)^2$ and the squared in-plane wavevector. At fixed $L$ the density of states is multiplied by $1+2\alpha E$. At the Fermi level the right-hand side is $0.47+0.12=0.59$ eV, so $E=0.49$ eV and the factor is 1.39. Dividing by this factor lowers the kinetic thickness from 0.60 to 0.43 nm; a thermal average over the nonparabolic band at 300 K gives 0.44 nm.

Adding these estimates separately changes the total film term from 1.39 to 1.00 nm and the capacitance from 2.05 to 2.28 $\mu$F/cm$^2$. This 11\% rise is larger than the 5\% at stake between $t$ and $L/2$. Formula \eqref{result} therefore fixes the electrostatic term of the model, but a measured capacitance would not isolate it without the other terms. The sum ignores their mutual influence. Relaxation is stronger behind finite barriers: treated together, these two effects give an electrostatic thickness of about 0.63 nm, where the separate corrections give 0.69 nm. The lower level behind finite barriers would also weaken the nonparabolic correction.

Two other effects are small here. With hard walls, the second subband lies 1.29 eV above the Fermi level in the parabolic model and 0.76 eV in the nonparabolic one, against a thermal energy of 0.026 eV. Finite barriers of 2 eV, with the Hartree field included, reduce the parabolic value to about 0.63 eV, which is still far above the thermal energy. The semiclassical tunnelling exponent through the gate oxide is about 23 if the whole energy at the Fermi level counts against the barrier. If the in-plane momentum is conserved and the oxide mass is also $0.2\,m_e$, the in-plane energy does not help, and the exponent is about 24, a transmission factor of about $3\times10^{-11}$. Both exponents use the hard-wall level; the lower level behind 2 eV barriers raises the second to about 26.5.

The material parameters are rough typical values for indium oxide and hafnium oxide, and indium-oxide channels a few nanometres thick are made. The oxide field of 1.0 MV/cm is below the rough breakdown scale of several MV/cm. Real interfaces are not hard walls, which costs about 9\% of $t$ for a rigid density, and about 18\% (0.765 to 0.63 nm) when the density relaxes in both cases. Real films also vary in thickness: since $t\propto L$, a local change of 0.2 nm moves $t$ by 10\%, or 0.08 nm. It also shifts the hard-wall confinement level by 0.08 to 0.11 eV, or by 0.04 to 0.05 eV with 2 eV barriers. Against a Fermi energy of 0.12 eV this is not small, so the local electron density varies too. Disorder blurs the subband edge: at a mobility of 50 cm$^2$/Vs, with scattering time $\tau$, the broadening $\hbar/\tau$ is about 0.12 eV, as large as the Fermi energy. The sharp density of states is then only a rough guide: a Gaussian smearing of the edge with a standard deviation of 0.12 eV would raise the parabolic kinetic thickness from 0.60 to 0.75 nm. If $\hbar/\tau$ is read instead as the full width at half maximum, a standard deviation of 0.05 eV, the value is 0.62 nm. This increase is not in the sum above. Traps store charge that \eqref{cap} does not count, and their effect is not estimated here. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
film thickness L: 2.00 nm
sheet density N: 1.00e+13 cm^-2
sheet charge: 1.602 uC/cm2
effective mass: 0.20 m_e
relative permittivity, film: 9.0
relative permittivity, oxide: 18.0
gate oxide thickness: 5.0 nm
barrier height: 2.0 eV
nonparabolicity: 0.4 1/eV
temperature: 300 K
coefficient t/L: 0.396659
t, formula: 0.7933 nm
t, Poisson solution: 0.7933 nm
centroid L/2: 1.0000 nm
centroid excess over t: 26.1 %
mean pair separation: 0.4134 nm
mean Hartree energy: 0.1595 eV
Hartree drop across film: 0.2011 eV
front field in film: 2.011 MV/cm
field in gate oxide: 1.005 MV/cm
ground level, hard walls: 0.4700 eV
zero-temperature Fermi energy: 0.1197 eV
density-of-states thickness: 0.6012 nm
gate capacitance with t: 2.0462 uF/cm2
gate capacitance with L/2: 1.9430 uF/cm2
capacitance error from L/2: -5.04 %
coupling g: 4.2217 (no unit)
relaxation coefficient K: 5.7414e-04 (no unit)
K from self-consistent level: 5.7361e-04 (no unit)
relaxed t, self-consistent: 0.7651 nm
relaxed t, leading series: 0.7642 nm
ground level, finite barriers: 0.2714 eV
charge outside film: 3.33 %
t with finite barriers: 0.7215 nm
exchange thickness: -0.1293 nm
nonparabolic DOS factor: 1.3941 (no unit)
nonparabolic DOS thickness: 0.4312 nm
second subband above Fermi level: 1.291 eV
same gap, nonparabolic: 0.760 eV
thermal energy: 0.02585 eV
gate tunnelling exponent: 22.85 (no unit)
film thickness terms, ideal sum: 1.3945 nm
film thickness terms, all estimates: 0.9952 nm
capacitance, all estimates: 2.2799 uF/cm2
\end{verbatim}
